# Polarizability at Imaginary Frequency from Causality, Passivity and the Sum Rule: a numerical check

```python
"""
Result under test (Gaussian units), for a ground state of N electrons:
  alpha(iu) = (c / 2 pi^2) * integral_0^inf sigma(w) / (w^2 + u^2) dw,
real, positive, decreasing in u, and u^2 alpha(iu) -> N e^2/m from below.
  alpha : dipole polarizability        sigma : photoabsorption cross section
  w, u  : real and imaginary angular frequency
  K(t)  : dipole at time t after a unit impulse of field at time 0
  f     : oscillator strength, sigma = (2 pi^2 e^2 / m c) df/dw
All work is in atomic units (hbar = m = e = 1, c = 1/fine-structure constant).
Hydrogen is the main example. A two-electron model tests the role of N, and
an excited particle in a box shows what fails without passivity.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln, hyp1f1

c = 1.0 / const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]

# ---------- hydrogen spectrum in closed form ----------


def line_strength(n):
    n = np.asarray(n, dtype=float)
    return 256 / 3 * np.exp(5 * np.log(n) + (2 * n - 4) * np.log(n - 1)
                            - (2 * n + 4) * np.log(n + 1))


def continuum_density(k):
    """df/dw at photoelectron momentum k."""
    return (256 / 3 * (1 + k * k) ** -4.0 * np.exp(-4 * np.arctan(k) / k)
            / -np.expm1(-2 * np.pi / k))


def cross_section(k):
    return 2 * np.pi ** 2 / c * continuum_density(k)


def spectral_parts(g):
    """(c/2 pi^2) * integral of sigma(w) g(w): bound and continuum parts."""
    last = 2000
    n = np.arange(2, last + 1, dtype=float)
    bound = np.sum(line_strength(n) * g(0.5 * (1 - 1 / n ** 2)))
    # remaining lines: f_n -> (256/3) e^-4 / n^3, all close to threshold
    bound += 256 / 3 * np.exp(-4) / (2 * (last + 0.5) ** 2) * g(0.5)
    cont = quad(lambda k: c / (2 * np.pi ** 2) * cross_section(k) * k
                * g(0.5 * (1 + k * k)), 0, np.inf,
                epsabs=1e-13, epsrel=1e-10, limit=300)[0]
    return bound, cont


def alpha_kk(u):
    return sum(spectral_parts(lambda w: 1 / (w * w + u * u)))


# Line strengths against radial quadrature of the bound p functions
for n in (2, 3, 5):
    def p_function(r, n=n):
        return r ** 2 * np.exp(-r / n) * hyp1f1(2 - n, 4, 2 * r / n)
    norm = quad(lambda r: p_function(r) ** 2, 0, 200, limit=300)[0]
    norm_formula = 9 * n ** 5 / (4 * (n * n - 1))
    assert abs(norm / norm_formula - 1) < 1e-7
    radial = quad(lambda r: p_function(r) * 2 * r * r * np.exp(-r), 0, 60,
                  limit=300)[0]
    f_quadrature = (1 - 1 / n ** 2) * radial ** 2 / norm / 3
    assert abs(f_quadrature / line_strength(n) - 1) < 1e-7

# Continuum against golden rule with energy-normalized Coulomb waves
nodes, weights = np.polynomial.legendre.leggauss(80)
r_leg, w_leg = 25 * (nodes + 1), 25 * weights


def golden_rule_sigma(k):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * r)))
                     for r in r_leg])
    radial = np.sqrt(2 / (np.pi * k)) * np.sum(
        w_leg * wave * 2 * r_leg ** 2 * np.exp(-r_leg))
    w = 0.5 * (1 + k * k)
    return 4 * np.pi ** 2 * w / c * radial ** 2 / 3


golden = {k: golden_rule_sigma(k) for k in (0.4, 1.0)}
for k, value in golden.items():
    assert abs(value / cross_section(k) - 1) < 1e-7

# ---------- direct response of hydrogen in a Laguerre basis ----------
size = 50
x, wx = roots_genlaguerre(80, 2)
r, wr = x / 2, wx / 8                      # weight r^2 exp(-2r) dr
P = np.zeros((size, r.size))               # basis: r^2 exp(-r) P_j(r)
Q = np.zeros_like(P)                       # derivative: r exp(-r) Q_j(r)
for j in range(size):
    nj = np.exp(0.5 * (5 * np.log(2) + gammaln(j + 1) - gammaln(j + 5)))
    P[j] = nj * eval_genlaguerre(j, 4, x)
    slope = -2 * nj * eval_genlaguerre(j - 1, 5, x) if j else 0 * r
    Q[j] = (2 - r) * P[j] + r * slope
assert np.allclose((P * wr * r ** 2) @ P.T, np.eye(size), atol=1e-8)
kinetic = 0.5 * (Q * wr) @ Q.T + (P * wr) @ P.T
coulomb = -(P * wr * r) @ P.T
H = kinetic + coulomb
E0 = -0.5
dip = P @ (wr * 2 * r ** 2)                # radial part of z|1s>
levels, vectors = np.linalg.eigh(H)
assert abs(levels[0] + 0.125) < 1e-8       # 2p level
gaps = levels - E0
f_direct = 2 * gaps * (vectors.T @ dip) ** 2 / 3


def alpha_direct(u):
    return np.sum(f_direct / (gaps ** 2 + u * u))


u_table = (0.0, 0.1, 0.5, 1.0, 2.0, 10.0, 100.0)
table = [(u, alpha_kk(u), alpha_direct(u)) for u in u_table]
for u, kk, direct in table:
    assert abs(kk / direct - 1) < 1e-6

# Sign, monotonic fall, and rise of u^2 alpha towards 1, from direct response
u_grid = np.linspace(0.01, 30, 400)
a_grid = np.array([alpha_direct(u) for u in u_grid])
assert np.all(a_grid > 0) and np.all(np.diff(a_grid) < 0)
assert np.all(np.diff(u_grid ** 2 * a_grid) > 0)
h = 1e-3
slope_direct = (alpha_direct(1 + h) - alpha_direct(1 - h)) / (2 * h)
slope_kk = -2 * sum(spectral_parts(lambda w: 1 / (w * w + 1) ** 2))
assert abs(slope_direct / slope_kk - 1) < 1e-5

# Sum rule and bound on the deficit 1 - u^2 alpha
f_bound, f_cont = spectral_parts(lambda w: 1.0 + 0 * w)
assert abs(f_bound + f_cont - 1) < 1e-7
S2 = sum(spectral_parts(lambda w: w * w))
for u in (2.0, 10.0, 100.0):
    deficit = 1 - u * u * alpha_direct(u)
    assert 0 < deficit < S2 / u ** 2

# Causal kernel: propagate after an impulse, then Laplace transform
dt = 0.01
times = dt * np.arange(8001)
step = expm(-1j * dt * (H - E0 * np.eye(size)))
state = dip.astype(complex)
K = np.zeros(times.size)
for i in range(times.size):
    K[i] = -2 * (dip @ state).imag / 3
    state = step @ state
initial_slope = K[1] / dt
assert abs(K[0]) < 1e-12 and abs(initial_slope - 1) < 1e-4
laplace = {u: simpson(K * np.exp(-u * times), x=times)
           for u in (0.5, 1.0, 2.0)}
for u, value in laplace.items():
    assert abs(value / alpha_kk(u) - 1) < 1e-6

# Real axis: sigma = (4 pi w / c) Im alpha(w) from the rotated Hamiltonian
theta = 0.4
rot = np.exp(1j * theta)
H_rot = kinetic / rot ** 2 + coulomb / rot
dip_rot = P @ (wr * 2 * r ** 2 * rot ** 2.5 * np.exp(-r * (rot - 1)))
eye = np.eye(size)


def alpha_real_axis(w):
    return sum(dip_rot @ np.linalg.solve(H_rot - (E0 + s * w) * eye, dip_rot)
               for s in (1, -1)) / 3


alpha_one = alpha_real_axis(1.0)
sigma_optical = 4 * np.pi / c * alpha_one.imag
assert abs(sigma_optical / golden[1.0] - 1) < 1e-5

# ---------- two electrons in one dimension: the limit counts electrons -----
m = 32
q = np.arange(m)
X = np.diag(np.sqrt(q[1:] / 2), 1)
X = X + X.T
T = np.diag((2 * q + 1) / 4) - np.diag(np.sqrt(q[1:-1] * q[2:]) / 4, 2) \
    - np.diag(np.sqrt(q[1:-1] * q[2:]) / 4, -2)
xs, to_grid = np.linalg.eigh(X)
T = to_grid.T @ T @ to_grid
x1, x2 = np.repeat(xs, m), np.tile(xs, m)


def two_electron_response(repulsion):
    V = (-2 / np.sqrt(x1 ** 2 + 1) - 2 / np.sqrt(x2 ** 2 + 1)
         + repulsion / np.sqrt((x1 - x2) ** 2 + 1))
    e, v = eigh(np.kron(T, np.eye(m)) + np.kron(np.eye(m), T) + np.diag(V))
    w = e[1:] - e[0]
    f = 2 * w * (v[:, 1:].T @ ((x1 + x2) * v[:, 0])) ** 2
    return np.sum(f / w ** 2), 100.0 ** 2 * np.sum(f / (w ** 2 + 100.0 ** 2))


static_free, limit_free = two_electron_response(0.0)
static_full, limit_full = two_electron_response(1.0)
# tolerance: deficit of order 1/u^2 at u = 100 plus the finite basis
assert abs(limit_free - 2) < 2e-3 and abs(limit_full - 2) < 2e-3
assert static_full > 1.1 * static_free

# ---------- box of unit length: causal but not passive ----------
M = 400
a, b = np.meshgrid(np.arange(1, M + 1), np.arange(1, M + 1), indexing="ij")
diff = np.where(a == b, 1, a - b)
X_box = np.where((a - b) % 2 == 1,
                 -2 / np.pi ** 2 * (1 / diff ** 2 - 1 / (a + b) ** 2), 0.0)
E_box = 0.5 * np.pi ** 2 * np.arange(1, M + 1) ** 2


def box_alpha(level, u):
    w = np.delete(E_box - E_box[level], level)
    f = 2 * w * np.delete(X_box[:, level], level) ** 2
    return np.sum(f / (w * w + u * u))


F = 0.5
sub = slice(0, 60)


def box_energies(field):
    return np.linalg.eigvalsh(np.diag(E_box[sub]) - field * X_box[sub, sub])


curvature = (box_energies(F) + box_energies(-F) - 2 * box_energies(0)) / F ** 2
for level in (0, 1):
    assert abs(-curvature[level] / box_alpha(level, 0) - 1) < 2e-3
f_down = 2 * (E_box[0] - E_box[1]) * X_box[0, 1] ** 2
assert box_alpha(0, 0) > 0 > box_alpha(1, 0) and f_down < 0
box_limit = 1e10 * box_alpha(1, 1e5)
assert abs(box_limit - 1) < 1e-4
u_cross = brentq(lambda u: box_alpha(1, u), 0.1, 100)
assert box_alpha(1, 2 * u_cross) > 0 > box_alpha(1, 0.5 * u_cross)
assert box_alpha(1, 1e4) < box_alpha(1, 2 * u_cross)

# ---------- printed numbers ----------
print("HYDROGEN, atomic units; u and w in hartree/hbar, alpha in a0^3")
print("u, alpha(iu) from sigma, alpha(iu) direct, u^2 alpha (a.u.)")
for u, kk, direct in table:
    print(f"  {u:6.1f}  {kk:.7e}  {direct:.7e}  {u * u * kk:.6f}")
print(f"alpha(0) converted: {table[0][1] * (a0 * 1e10) ** 3:.5f} angstrom^3")
for u in (0.0, 1.0, 10.0):
    pb, pc = spectral_parts(lambda w: 1 / (w * w + u * u))
    print(f"u={u:4.1f}: bound part {pb:.6f}, continuum part {pc:.6f} a0^3")
f2 = float(line_strength(2))
print(f"1s-2p line: w = {0.375:.3f} hartree/hbar, f = {f2:.6f}")
print(f"1s-2p share of alpha(0): {f2 / 0.375 ** 2:.6f} a0^3")
print(f"oscillator strength: bound {f_bound:.6f}, continuum {f_cont:.6f}")
print(f"total oscillator strength: {f_bound + f_cont:.8f}")
sigma_th = float(cross_section(1e-6))
print(f"sigma at threshold: {sigma_th:.6f} a0^2")
print(f"sigma at threshold converted: {sigma_th * a0**2 * 1e22:.4f} megabarn")
print(f"sigma(w=1): closed form {cross_section(1.0):.8f} a0^2")
print(f"sigma(w=1): Coulomb-wave golden rule {golden[1.0]:.8f} a0^2")
print(f"sigma(w=1): from Im alpha {sigma_optical:.8f} a0^2")
print(f"Im alpha(w=1): {alpha_one.imag:.6f} a0^3")
print(f"Re alpha(w=1): {alpha_one.real:.6f} a0^3")
print(f"d alpha/du at u=1: direct {slope_direct:.6f} a.u.")
print(f"d alpha/du at u=1: from sigma {slope_kk:.6f} a.u.")
print(f"S2 (second moment of f): {S2:.6f} (hartree/hbar)^2")
for u in (10.0, 100.0):
    print(f"u={u:5.1f}: deficit 1-u^2 alpha = {1 - u*u*alpha_direct(u):.4e},"
          f" bound S2/u^2 = {S2 / u**2:.4e}")
print(f"kernel: K(t)/t at t = {dt} a.u.: {initial_slope:.6f} a.u.")
for u, value in laplace.items():
    print(f"Laplace transform of K at u={u:.1f}: {value:.7f} a0^3")
print("TWO-ELECTRON 1D MODEL, atomic units")
print(f"no repulsion: alpha(0) {static_free:.3f}, "
      f"u^2 alpha at u=100 {limit_free:.4f}")
print(f"repulsion:    alpha(0) {static_full:.3f}, "
      f"u^2 alpha at u=100 {limit_full:.4f}")
print("PARTICLE IN A BOX, units hbar = m = e = L = 1")
print(f"ground level: alpha(0) = {box_alpha(0, 0):.6f}")
print(f"first excited level: alpha(0) = {box_alpha(1, 0):.6f}")
print(f"first excited level: downward f = {f_down:.5f}")
print(f"first excited level: alpha(iu) changes sign at u = {u_cross:.3f}")
print(f"first excited level: alpha at twice that u = "
      f"{box_alpha(1, 2 * u_cross):.6f}")
print(f"first excited level: u^2 alpha at u = 1e5: {box_limit:.6f}")
print("all assertions hold")
```

Printed output:

```
HYDROGEN, atomic units; u and w in hartree/hbar, alpha in a0^3
u, alpha(iu) from sigma, alpha(iu) direct, u^2 alpha (a.u.)
     0.0  4.5000000e+00  4.5000000e+00  0.000000
     0.1  4.2502983e+00  4.2502983e+00  0.042503
     0.5  1.9053884e+00  1.9053884e+00  0.476347
     1.0  7.4244075e-01  7.4244075e-01  0.742441
     2.0  2.2447361e-01  2.2447361e-01  0.897894
    10.0  9.9240922e-03  9.9240922e-03  0.992409
   100.0  9.9988981e-05  9.9988982e-05  0.999890
alpha(0) converted: 0.66683 angstrom^3
u= 0.0: bound part 3.663258, continuum part 0.836742 a0^3
u= 1.0: bound part 0.487597, continuum part 0.254843 a0^3
u=10.0: bound part 0.005641, continuum part 0.004283 a0^3
1s-2p line: w = 0.375 hartree/hbar, f = 0.416197
1s-2p share of alpha(0): 2.959621 a0^3
oscillator strength: bound 0.565004, continuum 0.434996
total oscillator strength: 1.00000000
sigma at threshold: 0.225131 a0^2
sigma at threshold converted: 6.3043 megabarn
sigma(w=1): closed form 0.03326053 a0^2
sigma(w=1): Coulomb-wave golden rule 0.03326053 a0^2
sigma(w=1): from Im alpha 0.03326053 a0^2
Im alpha(w=1): 0.362705 a0^3
Re alpha(w=1): -1.205980 a0^3
d alpha/du at u=1: direct -1.175168 a.u.
d alpha/du at u=1: from sigma -1.175167 a.u.
S2 (second moment of f): 1.333333 (hartree/hbar)^2
u= 10.0: deficit 1-u^2 alpha = 7.5908e-03, bound S2/u^2 = 1.3333e-02
u=100.0: deficit 1-u^2 alpha = 1.1018e-04, bound S2/u^2 = 1.3333e-04
kernel: K(t)/t at t = 0.01 a.u.: 0.999980 a.u.
Laplace transform of K at u=0.5: 1.9053884 a0^3
Laplace transform of K at u=1.0: 0.7424408 a0^3
Laplace transform of K at u=2.0: 0.2244736 a0^3
TWO-ELECTRON 1D MODEL, atomic units
no repulsion: alpha(0) 3.749, u^2 alpha at u=100 1.9999
repulsion:    alpha(0) 5.591, u^2 alpha at u=100 1.9999
PARTICLE IN A BOX, units hbar = m = e = L = 1
ground level: alpha(0) = 0.004389
first excited level: alpha(0) = -0.001309
first excited level: downward f = -0.96067
first excited level: alpha(iu) changes sign at u = 13.826
first excited level: alpha at twice that u = 0.000390
first excited level: u^2 alpha at u = 1e5: 0.999995
all assertions hold
```
